# Rate coefficient at the centre of the simple Troe fall-off form: a numerical check

```python
"""
Result under test: for the simple Troe fall-off form
    k = k_inf * Pr/(1+Pr) * F,  log10 F = log10 Fc / (1 + (log10 Pr)^2),
the value at Pr = 1 is k_inf * Fc / 2.
Symbols: k_inf high-pressure rate coefficient (1/s); k0 low-pressure
coefficient (cm^3/s); M bath-gas concentration (1/cm^3); Pr = k0*M/k_inf;
F broadening factor; Fc central broadening factor.
A strong-collision Kassel model, integrated over energy, supplies an
independent fall-off curve. Its parameters are round model values:
A frequency factor, E0 threshold, s classical oscillators, Z collision
rate coefficient. Energies in the integral are in units of R*T.
"""
import numpy as np
from scipy.constants import R, k as k_B
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma, gammaincc

T = 1000.0
E0 = 230.0e3
A = 1.0e14
s = 4
Z = 3.0e-10
b = E0 / (R * T)


def simple_F(Pr, Fc, width=1.0):
    return Fc ** (1.0 / (1.0 + (np.log10(Pr) / width) ** 2))


def simple_k(M, k0, k_inf, Fc, width=1.0):
    Pr = k0 * M / k_inf
    return k_inf * Pr / (1.0 + Pr) * simple_F(Pr, Fc, width)


def extended_F(Pr, Fc):
    log_Fc = np.log10(Fc)
    c = -0.4 - 0.67 * log_Fc
    n = 0.75 - 1.27 * log_Fc
    v = np.log10(Pr) + c
    return 10.0 ** (log_Fc / (1.0 + (v / (n - 0.14 * v)) ** 2))


def energy_integrand(x, M):
    """Steady reactive flux per unit excess energy x above threshold."""
    population = (x + b) ** (s - 1) * np.exp(-x - b) / gamma(s)
    k_E = A * (x / (x + b)) ** (s - 1)
    omega = Z * M
    return omega * k_E / (omega + k_E) * population


# Logarithmic energy grid resolves the threshold region at low pressure.
log_x = np.linspace(-25.0, np.log(200.0), 6001)
x_grid = np.exp(log_x)
dlog_x = log_x[1] - log_x[0]


def model_k(M):
    return float(np.sum(energy_integrand(x_grid, M) * x_grid) * dlog_x)


def local_order(rate, M):
    h = 1.0e-4
    return (np.log(rate(M * np.exp(h))) - np.log(rate(M * np.exp(-h)))) / (2 * h)


k_inf = A * np.exp(-b)
k0 = Z * gammaincc(s, b)

# Closed-form limits against the energy integral.
M_low = 1.0e-12 * k_inf / k0
M_high = 1.0e9 * k_inf / k0
assert abs(model_k(M_low) / (k0 * M_low) - 1) < 1.0e-3
assert abs(model_k(M_high) / k_inf - 1) < 1.0e-5

# Centre located as the crossing of the numerically obtained asymptotes.
slope_low = model_k(M_low) / M_low
plateau = model_k(M_high)
M_cross = np.exp(brentq(lambda q: np.log(slope_low) + q - np.log(plateau),
                        np.log(M_low), np.log(M_high)))
M_c = k_inf / k0
assert abs(M_cross / M_c - 1) < 2.0e-3
p_c = M_c * 1.0e6 * k_B * T / 1.0e5

# Grid integral against adaptive quadrature at the centre.
k_c = model_k(M_c)
k_quad = sum(quad(energy_integrand, lo, hi, args=(M_c,), epsabs=0.0,
                  epsrel=1.0e-10)[0] for lo, hi in ((0, 5), (5, 20), (20, 100)))
assert abs(k_c / k_quad - 1) < 1.0e-7


def model_F(Pr):
    return model_k(Pr * M_c) * (1.0 + Pr) / (k_inf * Pr)


# Broadening lowers the rate below the Lindemann-Hinshelwood value.
u_grid = np.linspace(-3.0, 3.0, 121)
F_model = np.array([model_F(10.0 ** u) for u in u_grid])
assert np.all((F_model > 0) & (F_model < 1))

# With a single specific rate above threshold the broadening vanishes.
k_single = 50.0 * k_inf
fraction = gammaincc(s, b)
for omega in (0.1 * k_single, k_single, 10 * k_single):
    flux = quad(lambda x: omega * k_single / (omega + k_single)
                * (x + b) ** (s - 1) * np.exp(-x) / gamma(s), 0, 100)[0]
    flux *= np.exp(-b)
    low, high = omega * fraction, k_single * fraction
    assert abs(flux / (low * high / (low + high)) - 1) < 1.0e-7

# Central identity, including other widths and other collider strengths.
for Fc_test in (0.2, 0.5, 0.8, 1.0):
    for width in (0.7, 1.0, 1.4):
        for strength in (0.3, 1.0, 2.0):
            k0_test = strength * k0
            M_test = np.exp(brentq(
                lambda q: np.log(k0_test) + q - np.log(k_inf), 20.0, 80.0))
            value = simple_k(M_test, k0_test, k_inf, Fc_test, width)
            assert abs(value / (0.5 * k_inf * Fc_test) - 1) < 1.0e-9

Fc = model_F(1.0)


def simple_rate(M):
    return simple_k(M, k0, k_inf, Fc)


# Minimum, half order and reflection symmetry of the simple form.
u_simple = minimize_scalar(lambda u: simple_F(10.0 ** u, Fc),
                           bounds=(-2, 1.5), method="bounded",
                           options={"xatol": 1.0e-8}).x
order_simple = local_order(simple_rate, M_c)
assert abs(u_simple) < 1.0e-4
assert abs(order_simple - 0.5) < 1.0e-6
for Pr in (0.003, 0.2, 7.0):
    assert abs(simple_rate(M_c / Pr) * Pr / simple_rate(M_c * Pr) - 1) < 1.0e-10

# The pressure giving half of k_inf lies above the centre.
Pr_half = 10.0 ** brentq(
    lambda u: simple_rate(M_c * 10.0 ** u) / k_inf - 0.5, 0.0, 4.0)
assert Pr_half > 1.0

# The microscopic curve is not symmetric about the centre.
order_model = local_order(model_k, M_c)
u_model = minimize_scalar(lambda u: model_F(10.0 ** u), bounds=(-2, 2),
                          method="bounded", options={"xatol": 1.0e-7}).x
Fc_left = model_F(0.1) ** 2
Fc_right = model_F(10.0) ** 2
assert abs(order_model - 0.5) > 0.01
assert abs(u_model) > 0.01
assert abs(Fc_left / Fc_right - 1) > 0.01
deviation = simple_F(10.0 ** u_grid, Fc) / F_model - 1
worst = int(np.argmax(np.abs(deviation)))
assert abs(deviation[worst]) > 0.01

# The shifted, extended form breaks the central identity.
F_ext = extended_F(1.0, Fc)
u_ext = minimize_scalar(lambda u: extended_F(10.0 ** u, Fc), bounds=(-2, 2),
                        method="bounded", options={"xatol": 1.0e-8}).x
c_shift = -0.4 - 0.67 * np.log10(Fc)
assert abs(u_ext + c_shift) < 1.0e-4
assert F_ext / Fc - 1 > 0.003
Fc_unshifted = brentq(lambda f: -0.4 - 0.67 * np.log10(f), 0.05, 0.9)
assert abs(Fc_unshifted - 10.0 ** (-0.4 / 0.67)) < 1.0e-10
assert abs(extended_F(1.0, Fc_unshifted) / Fc_unshifted - 1) < 1.0e-10
assert abs(extended_F(1.0, 1.0) - 1) < 1.0e-12

M_bar = 1.0e5 / (k_B * T) * 1.0e-6
Pr_bar = k0 * M_bar / k_inf

print(f"Temperature T = {T:.0f} K")
print(f"Threshold E0 = {E0 / 1000:.0f} kJ/mol")
print(f"Frequency factor A = {A:.1e} 1/s")
print(f"Classical oscillators s = {s}")
print(f"Collision rate coefficient Z = {Z:.1e} cm^3/s")
print(f"Reduced threshold b = E0/(RT) = {b:.4f}")
print(f"Fraction above threshold Q(s,b) = {gammaincc(s, b):.4e}")
print(f"High-pressure k_inf = {k_inf:.3f} 1/s")
print(f"Low-pressure k0 = {k0:.4e} cm^3/s")
print(f"Centre concentration = {M_c:.4e} 1/cm^3")
print(f"Centre pressure = {p_c:.3f} bar")
print(f"Central broadening Fc from energy integral = {Fc:.4f}")
print(f"Lindemann rate at centre = {k_inf / 2:.3f} 1/s")
print(f"Energy-integral rate at centre = {k_c:.3f} 1/s")
print(f"Simple Troe rate at centre = {simple_rate(M_c):.3f} 1/s")
print(f"Simple-form rate/k_inf at centre = {simple_rate(M_c) / k_inf:.4f}")
for Pr in (0.01, 0.1, 1.0, 10.0, 100.0):
    print(f"Pr = {Pr:g}: F model = {model_F(Pr):.4f}, "
          f"F simple = {simple_F(Pr, Fc):.4f}")
print(f"Fc inferred from model at Pr=0.1 = {Fc_left:.4f}")
print(f"Fc inferred from model at Pr=10 = {Fc_right:.4f}")
print(f"Largest simple-form deviation, Pr 0.001 to 1000 = "
      f"{100 * deviation[worst]:.2f} %")
print(f"Pr at largest deviation (grid) = {10.0 ** u_grid[worst]:.4g}")
print(f"Local order at centre, simple form = {order_simple:.4f}")
print(f"Local order at centre, model = {order_model:.4f}")
print(f"Pr at model broadening minimum = {10.0 ** u_model:.4f}")
print(f"Model minimum F = {model_F(10.0 ** u_model):.4f}")
print(f"Pr where simple-form k = k_inf/2: {Pr_half:.4f}")
print(f"Pressure where simple-form k = k_inf/2: {Pr_half * p_c:.3f} bar")
print(f"Reduced pressure at 1 bar = {Pr_bar:.5f}")
print(f"Lindemann rate at 1 bar = {k_inf * Pr_bar / (1 + Pr_bar):.4f} 1/s")
print(f"Simple Troe rate at 1 bar = {simple_rate(M_bar):.4f} 1/s")
print(f"Energy-integral rate at 1 bar = {model_k(M_bar):.4f} 1/s")
print(f"Extended-form shift c = {c_shift:.4f}")
print(f"Extended-form F at Pr=1, same Fc = {F_ext:.4f}")
print(f"Extended-form F(1)/Fc - 1 = {100 * (F_ext / Fc - 1):.2f} %")
print(f"Pr at extended-form minimum = {10.0 ** u_ext:.4f}")
print(f"Fc for zero extended-form shift = {Fc_unshifted:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Temperature T = 1000 K
Threshold E0 = 230 kJ/mol
Frequency factor A = 1.0e+14 1/s
Classical oscillators s = 4
Collision rate coefficient Z = 3.0e-10 cm^3/s
Reduced threshold b = E0/(RT) = 27.6626
Fraction above threshold Q(s,b) = 3.8167e-09
High-pressure k_inf = 96.887 1/s
Low-pressure k0 = 1.1450e-18 cm^3/s
Centre concentration = 8.4618e+19 1/cm^3
Centre pressure = 11.683 bar
Central broadening Fc from energy integral = 0.4366
Lindemann rate at centre = 48.444 1/s
Energy-integral rate at centre = 21.151 1/s
Simple Troe rate at centre = 21.151 1/s
Simple-form rate/k_inf at centre = 0.2183
Pr = 0.01: F model = 0.6902, F simple = 0.8473
Pr = 0.1: F model = 0.5067, F simple = 0.6608
Pr = 1: F model = 0.4366, F simple = 0.4366
Pr = 10: F model = 0.6598, F simple = 0.6608
Pr = 100: F model = 0.9169, F simple = 0.8473
Fc inferred from model at Pr=0.1 = 0.2568
Fc inferred from model at Pr=10 = 0.4353
Largest simple-form deviation, Pr 0.001 to 1000 = 31.41 %
Pr at largest deviation (grid) = 0.0631
Local order at centre, simple form = 0.5000
Local order at centre, model = 0.5703
Pr at model broadening minimum = 0.6149
Model minimum F = 0.4293
Pr where simple-form k = k_inf/2: 5.6371
Pressure where simple-form k = k_inf/2: 65.857 bar
Reduced pressure at 1 bar = 0.08560
Lindemann rate at 1 bar = 7.6393 1/s
Simple Troe rate at 1 bar = 5.1862 1/s
Energy-integral rate at 1 bar = 3.9590 1/s
Extended-form shift c = -0.1589
Extended-form F at Pr=1, same Fc = 0.4426
Extended-form F(1)/Fc - 1 = 1.37 %
Pr at extended-form minimum = 1.4417
Fc for zero extended-form shift = 0.2529
ALL CHECKS PASSED
```
